**Binary diffusivity of a dilute hard-sphere gas**

The program examines \(D=\frac{3}{8nd^2}\sqrt{kT/(2\pi\mu)}\) with \(n=p/kT\), which gives \(D\propto T^{3/2}/p\). Here \(n\) is the total number density, \(d\) the contact distance of unlike spheres, \(\mu\) their reduced mass, \(T\) the temperature, \(p\) the pressure and \(k\) the Boltzmann constant. It asserts that the collision geometry gives isotropic scattering, and that quadrature over shifted Maxwellians reproduces the linear friction, its leading correction and the temperature exponents for two cross-section laws. A Galerkin solution of the linear Boltzmann equation returns the formula with one basis function. With six functions the ratio to the formula is 1.0005 for a heavy tracer in a light bath, and 1.094, still rising slightly, for the reverse case. Simulations of individual collisions are asserted to agree with the heavy-tracer Boltzmann value within 4 per cent at three combinations of temperature and pressure. They give exponents of 1.515 in temperature and −0.985 in pressure, each asserted to lie within 0.05 of the derived value. For the heavy tracer at 300 K and 1000 Pa, the formula exceeds the simple mean-free-path estimate by a factor of 7.95.

## Numerical check

```python
"""
Result under test: binary diffusivity of a dilute hard-sphere gas,
    D = 3/(8 n d^2) * sqrt(k T / (2 pi mu)),   n = p/(k T),
so D is proportional to T^(3/2)/p.
m_A, m_B: masses; mu: reduced mass; d: centre distance at contact;
n: total number density; T: temperature; p: pressure; k: Boltzmann constant.
g: relative velocity of a colliding pair; w: difference of mean velocities.
Independent roads: collision geometry, velocity integrals, a Galerkin solution
of the linear Boltzmann equation, and simulation of single collisions.
All quantities are in SI units unless a label says otherwise.
"""
import numpy as np
from scipy import constants as const
from scipy.special import roots_genlaguerre, eval_genlaguerre

k_B = const.k
m_A, m_B = 32 * const.atomic_mass, 4 * const.atomic_mass
d_A, d_B = 0.5e-9, 0.3e-9
d = (d_A + d_B) / 2
mu = m_A * m_B / (m_A + m_B)
T_cold, T_hot = 300.0, 900.0
p_low, p_high = 1000.0, 3000.0


def diffusivity(T, p):
    """Derived formula."""
    return 3 / (8 * d**2) * (k_B * T)**1.5 / (np.sqrt(2 * np.pi * mu) * p)


def mean_relative_speed(T):
    return np.sqrt(8 * k_B * T / (np.pi * mu))


def scattered_direction(s):
    """Direction after collision for initial direction z and s = (b/d)^2."""
    normal = np.stack([np.sqrt(s), 0 * s, -np.sqrt(1 - s)], axis=-1)
    incoming = np.array([0.0, 0.0, 1.0])
    return incoming - 2 * (normal @ incoming)[..., None] * normal


# --- Collision geometry: isotropic scattering and mean momentum loss ---
x_leg, w_leg = np.polynomial.legendre.leggauss(12)
s_nodes, s_weights = (x_leg + 1) / 2, w_leg / 2
outgoing = scattered_direction(s_nodes)
mean_loss = s_weights @ (1 - outgoing[:, 2])   # in units of mu*g
assert abs(mean_loss - 1) < 1e-12
for power in range(1, 9):
    isotropic = 0.0 if power % 2 else 1 / (power + 1)
    assert abs(s_weights @ outgoing[:, 2]**power - isotropic) < 1e-12

# --- Velocity integral over the full shifted Maxwellian ---
x_speed, w_speed = np.polynomial.legendre.leggauss(400)
speed = 7500 * (x_speed + 1)
speed_weight = 7500 * w_speed
cosine, cosine_weight = np.polynomial.legendre.leggauss(60)


def friction_average(T, w, q=0.0):
    """<(g/g_ref)^(-q) |g| g_z>/w, mean relative velocity w along z."""
    a = k_B * T / mu
    g, c = speed[:, None], cosine[None, :]
    density = np.exp(-(g**2 - 2*g*w*c + w**2) / (2*a)) / (2*np.pi*a)**1.5
    integrand = 2 * np.pi * g**4 * c * density * (g / 1000.0)**(-q)
    return speed_weight @ integrand @ cosine_weight / w


thermal = np.sqrt(k_B * T_cold / mu)
linear_coefficient = 4 / 3 * mean_relative_speed(T_cold)
friction_numeric = friction_average(T_cold, 0.001 * thermal)
assert abs(friction_numeric / linear_coefficient - 1) < 1e-6
drift_excess = {}
for ratio in (0.1, 0.2):
    drift_excess[ratio] = (friction_average(T_cold, ratio * thermal)
                           / linear_coefficient - 1)
    assert abs(drift_excess[ratio] / (ratio**2 / 10) - 1) < 0.01

# Temperature exponent at fixed pressure for cross-section ~ g^(-q)
soft_exponent = {}
for q in (0.0, 0.5):
    d_values = [(k_B * T)**2 / friction_average(T, 1.0, q)
                for T in (T_cold, T_hot)]
    soft_exponent[q] = np.log(d_values[1] / d_values[0]) / np.log(T_hot / T_cold)
    assert abs(soft_exponent[q] - (3 + q) / 2) < 1e-4


# --- Linear Boltzmann equation for a trace species in a bath ---
def tracer_diffusivities(m_tracer, m_bath, T, p, size=6):
    """Galerkin values of D with 1, 2, ..., size basis functions."""
    total = m_tracer + m_bath
    x_h, w_h = np.polynomial.hermite.hermgauss(12)
    gx, gy, gz = np.meshgrid(x_h, x_h, x_h, indexing="ij")
    centre = np.sqrt(2 * k_B * T / total) * np.stack(
        [gx.ravel(), gy.ravel(), gz.ravel()], axis=-1)
    centre_w = np.einsum("i,j,k->ijk", w_h, w_h, w_h).ravel() / np.pi**1.5
    y, y_w = roots_genlaguerre(8, 1.0)
    g = np.sqrt(2 * k_B * T * y / mu)
    scale = np.sqrt(2 * k_B * T / m_tracer)

    def basis(velocity):
        u = velocity / scale
        u2 = np.sum(u**2, axis=-1)
        return np.array([eval_genlaguerre(j, 1.5, u2)[..., None] * u
                         for j in range(size)])

    matrix = np.zeros((size, size))
    for g_i, y_i in zip(g, y_w):
        before = basis(centre + m_bath / total * g_i * np.array([0., 0., 1.]))
        for direction, s_i in zip(outgoing, s_weights):
            change = basis(centre + m_bath / total * g_i * direction) - before
            matrix += y_i * s_i * np.einsum(
                "p,apc,bpc->ab", centre_w, change, change, optimize=True)
    rate = p / (k_B * T) * np.pi * d**2 * mean_relative_speed(T)
    matrix *= rate / 2
    source = np.zeros(size)
    source[0] = 1.5 * scale      # <v . basis_0>; the others are orthogonal
    return np.array([source[:j] @ np.linalg.solve(matrix[:j, :j], source[:j]) / 3
                     for j in range(1, size + 1)])


D_cold = diffusivity(T_cold, p_low)
heavy = tracer_diffusivities(m_A, m_B, T_cold, p_low) / D_cold
light = tracer_diffusivities(m_B, m_A, T_cold, p_low) / D_cold
for series in (heavy, light):
    assert abs(series[0] - 1) < 1e-9
    assert np.all(np.diff(series) > -1e-10)
assert heavy[-1] - heavy[-2] < 1e-4 and heavy[-1] < 1.02
assert light[-1] - light[-2] < 4e-3 and light[-1] > 1.03


# --- Simulation of single collisions of heavy tracers in the light bath ---
def simulate(T, p, seed, walkers=20000, first=120, last=600):
    """D from the growth of the mean square displacement; collision rate."""
    rng = np.random.default_rng(seed)
    bath_sigma = np.sqrt(k_B * T / m_B)
    g_max = 6 * bath_sigma
    trial_rate = p / (k_B * T) * np.pi * d**2 * g_max
    v = np.sqrt(k_B * T / m_A) * rng.standard_normal((walkers, 3))
    r = np.zeros_like(v)
    hits = 0
    for event in range(1, last + 1):
        r += v * rng.exponential(1 / trial_rate, walkers)[:, None]
        partner = bath_sigma * rng.standard_normal((walkers, 3))
        g = np.sqrt(np.sum((v - partner)**2, axis=1))
        hit = np.flatnonzero(rng.random(walkers) * g_max < g)
        hits += hit.size
        direction = rng.standard_normal((hit.size, 3))
        direction /= np.sqrt(np.sum(direction**2, axis=1))[:, None]
        centre = (m_A * v[hit] + m_B * partner[hit]) / (m_A + m_B)
        v[hit] = centre + m_B / (m_A + m_B) * g[hit, None] * direction
        if event == first:
            early = np.mean(np.sum(r**2, axis=1))
    late = np.mean(np.sum(r**2, axis=1))
    D_sim = (late - early) * trial_rate / (6 * (last - first))
    return D_sim, hits * trial_rate / (walkers * last)


cases = [(T_cold, p_low), (T_hot, p_low), (T_cold, p_high)]
simulated = []
for seed, (T, p) in enumerate(cases, start=11):
    D_sim, rate_sim = simulate(T, p, seed)
    rate_formula = p / (k_B * T) * np.pi * d**2 * mean_relative_speed(T)
    assert abs(rate_sim / rate_formula - 1) < 0.01
    # statistical error of D_sim is somewhat below one per cent
    assert abs(D_sim / (heavy[-1] * diffusivity(T, p)) - 1) < 0.04
    simulated.append(D_sim)
exponent_T = np.log(simulated[1] / simulated[0]) / np.log(T_hot / T_cold)
exponent_p = np.log(simulated[2] / simulated[0]) / np.log(p_high / p_low)
assert abs(exponent_T - 1.5) < 0.05
assert abs(exponent_p + 1.0) < 0.05

# --- Mean-free-path estimate and the boundary-layer example ---
def free_path(T, p):
    v_mean = np.sqrt(8 * k_B * T / (np.pi * m_A))
    rate = p / (k_B * T) * np.pi * d**2 * mean_relative_speed(T)
    return v_mean / rate, v_mean


path_cold, v_cold = free_path(T_cold, p_low)
D_path = path_cold * v_cold / 3
assert simulated[0] / D_path > 5
thickness, drop = 0.01, 0.01
x_mid = drop / 2

print(f"masses m_A, m_B: {m_A/const.atomic_mass:.0f}, {m_B/const.atomic_mass:.0f} u")
print(f"reduced mass: {mu/const.atomic_mass:.4f} u = {mu:.4e} kg")
print(f"diameters d_A, d_B, contact distance d: {d_A*1e9:.1f}, {d_B*1e9:.1f}, {d*1e9:.1f} nm")
print(f"mean momentum loss per collision / (mu g): {mean_loss:.6f}")
print(f"friction average / mean relative speed: {friction_numeric/mean_relative_speed(T_cold):.6f}")
for ratio, excess in drift_excess.items():
    print(f"relative friction excess at w = {ratio} sqrt(kT/mu): {excess:.6f}")
for q, exponent in soft_exponent.items():
    print(f"T exponent at fixed p, cross-section ~ g^-{q}: {exponent:.4f}")
for T in (T_cold, T_hot):
    n = p_low / (k_B * T)
    D = diffusivity(T, p_low)
    path, v_mean = free_path(T, p_low)
    w_mid = D * drop / thickness / (x_mid * (1 - x_mid))
    assert w_mid < 0.01 * np.sqrt(k_B * T / mu)
    assert path < 0.01 * thickness and n * d**3 < 1e-3
    print(f"--- T = {T:.0f} K, p = {p_low:.0f} Pa ---")
    print(f"number density: {n:.4e} m^-3;  n d^3: {n*d**3:.3e}")
    print(f"mean relative speed: {mean_relative_speed(T):.1f} m/s")
    print(f"thermal scale sqrt(kT/mu): {np.sqrt(k_B*T/mu):.1f} m/s")
    print(f"D formula: {D:.5e} m^2/s = {D*1e4:.3f} cm^2/s")
    print(f"n D: {n*D:.4e} m^-1 s^-1")
    print(f"trace-A mean speed: {v_mean:.1f} m/s; mean free path: {path*1e6:.3f} um")
    print(f"mean free path / layer thickness: {path/thickness:.3e}")
    print(f"flux across layer: {n*D*drop/thickness:.4e} m^-2 s^-1")
    print(f"drift difference at mid-layer: {w_mid:.3f} m/s")
    print(f"diffusion time thickness^2/D: {thickness**2/D*1e3:.3f} ms")
print("--- comparisons ---")
print(f"layer thickness: {thickness*100:.1f} cm; mole-fraction drop: {drop:.2f}; mid-layer x_A: {x_mid:.3f}")
print(f"D(900 K)/D(300 K) at fixed p: {diffusivity(T_hot,p_low)/D_cold:.4f}")
print(f"D formula at 300 K, {p_high:.0f} Pa: {diffusivity(T_cold,p_high):.5e} m^2/s")
print("Boltzmann D / formula, trace A in B, 1..6 functions:", *[f"{z:.5f}" for z in heavy])
print("Boltzmann D / formula, trace B in A, 1..6 functions:", *[f"{z:.5f}" for z in light])
for (T, p), D_sim in zip(cases, simulated):
    print(f"simulated D at {T:.0f} K, {p:.0f} Pa: {D_sim:.4e} m^2/s; / formula: {D_sim/diffusivity(T,p):.4f}")
print(f"simulated exponents: T {exponent_T:.3f}, p {exponent_p:.3f}")
print(f"mean-free-path estimate at 300 K, 1000 Pa: {D_path:.4e} m^2/s")
print(f"formula / mean-free-path estimate: {D_cold/D_path:.3f}")
print("verified")
```

Printed output:

```
masses m_A, m_B: 32, 4 u
reduced mass: 3.5556 u = 5.9041e-27 kg
diameters d_A, d_B, contact distance d: 0.5, 0.3, 0.4 nm
mean momentum loss per collision / (mu g): 1.000000
friction average / mean relative speed: 1.333333
relative friction excess at w = 0.1 sqrt(kT/mu): 0.001000
relative friction excess at w = 0.2 sqrt(kT/mu): 0.003994
T exponent at fixed p, cross-section ~ g^-0.0: 1.5000
T exponent at fixed p, cross-section ~ g^-0.5: 1.7500
--- T = 300 K, p = 1000 Pa ---
number density: 2.4143e+23 m^-3;  n d^3: 1.545e-05
mean relative speed: 1336.6 m/s
thermal scale sqrt(kT/mu): 837.6 m/s
D formula: 3.24377e-03 m^2/s = 32.438 cm^2/s
n D: 7.8315e+20 m^-1 s^-1
trace-A mean speed: 445.5 m/s; mean free path: 2.747 um
mean free path / layer thickness: 2.747e-04
flux across layer: 7.8315e+20 m^-2 s^-1
drift difference at mid-layer: 0.652 m/s
diffusion time thickness^2/D: 30.828 ms
--- T = 900 K, p = 1000 Pa ---
number density: 8.0477e+22 m^-3;  n d^3: 5.151e-06
mean relative speed: 2315.0 m/s
thermal scale sqrt(kT/mu): 1450.7 m/s
D formula: 1.68551e-02 m^2/s = 168.551 cm^2/s
n D: 1.3565e+21 m^-1 s^-1
trace-A mean speed: 771.7 m/s; mean free path: 8.240 um
mean free path / layer thickness: 8.240e-04
flux across layer: 1.3565e+21 m^-2 s^-1
drift difference at mid-layer: 3.388 m/s
diffusion time thickness^2/D: 5.933 ms
--- comparisons ---
layer thickness: 1.0 cm; mole-fraction drop: 0.01; mid-layer x_A: 0.005
D(900 K)/D(300 K) at fixed p: 5.1962
D formula at 300 K, 3000 Pa: 1.08126e-03 m^2/s
Boltzmann D / formula, trace A in B, 1..6 functions: 1.00000 1.00049 1.00049 1.00049 1.00049 1.00049
Boltzmann D / formula, trace B in A, 1..6 functions: 1.00000 1.06911 1.08518 1.09072 1.09306 1.09419
simulated D at 300 K, 1000 Pa: 3.2058e-03 m^2/s; / formula: 0.9883
simulated D at 900 K, 1000 Pa: 1.6936e-02 m^2/s; / formula: 1.0048
simulated D at 300 K, 3000 Pa: 1.0869e-03 m^2/s; / formula: 1.0052
simulated exponents: T 1.515, p -0.985
mean-free-path estimate at 300 K, 1000 Pa: 4.0791e-04 m^2/s
formula / mean-free-path estimate: 7.952
verified
```
